# Level shifting the Roothaan equations in a nonorthogonal basis

## The problem

A closed-shell Hartree–Fock calculation uses $m$ real basis functions with overlap matrix $S$. There are $N=2n$ electrons with $n<m$. The orbital coefficients are the columns $c_p$ of $C$, and they satisfy

$$
FC=SC\varepsilon,\qquad C^TSC=1,\qquad D=2C_oC_o^T, \tag{1}
$$

where $C_o$ holds the $n$ occupied columns and $\varepsilon$ is diagonal. The Fock matrix depends on $D$:

$$
F_{\mu\nu}=h_{\mu\nu}+\sum_{\lambda\sigma}D_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].
$$

In a Roothaan iteration, one builds $F$ from $D$, solves the eigenvalue problem, fills the $n$ lowest orbitals and repeats until $D$ no longer changes.

Level shifting adds a matrix $bQ$ to $F$ in every cycle. Find $Q$, in terms of $S$ and $D$, such that at convergence every virtual energy rises by $b$ and every occupied energy stays where it is. Verify the answer on the following model.

Two electrons move in one dimension in the trap $x^2/2$ and repel each other with $0.5/\sqrt{(x_1-x_2)^2+1}$, in atomic units. The basis consists of three normalized Gaussians proportional to $e^{-(x-X)^2}$, with $X=-1,0,1$ bohr. With the integrals done by quadrature on a uniform grid, the unshifted iteration converges to the Fock matrix below (in hartree):

$$
S=\begin{pmatrix}1&0.60653&0.13534\\0.60653&1&0.60653\\0.13534&0.60653&1\end{pmatrix},\quad
F=\begin{pmatrix}1.62130&0.36753&-0.22882\\0.36753&1.05406&0.36753\\-0.22882&0.36753&1.62130\end{pmatrix}.
$$

The occupied orbital is $c=(0.28581,\,0.62010,\,0.28581)^T$. The orbital energies are 0.8934, 2.1397 and 3.3549 hartree.

## A tempting but wrong solution

"The matrix $D/2=C_oC_o^T$ projects onto the occupied orbitals. Hence $1-D/2$ projects onto the virtual ones: it gives zero on an occupied orbital and returns a virtual orbital unchanged. The required matrix is $Q=1-D/2$."

Put this into the model with $b=0.5$ hartree, keeping the converged $D$. Numerical diagonalization of $F+b(1-D/2)$, with $S$ as the metric, gives 1.0158, 2.7180 and 5.6918 hartree. The desired levels were 0.8934, 2.6397 and 3.8549 hartree. All three are wrong, including the occupied one.

## Where it fails

With one occupied orbital, $D/2=cc^T$, so

$$
\left(1-\tfrac12D\right)c=c-c\,(c^Tc)=(1-c^Tc)\,c .
$$

This vanishes if $c^Tc=1$, but the orbital is normalized by $c^TSc=1$. Here

$$
c^Tc=2(0.28581)^2+(0.62010)^2=0.5479 ,
$$

so a fraction $0.4521$ of $c$ survives. The expectation value of the added matrix in the occupied orbital is

$$
b\,c^T\left(1-\tfrac12D\right)c=0.5\times0.5479\times0.4521=0.1239\ \text{hartree}.
$$

This puts the expectation value of the modified Fock matrix at $0.8934+0.1239\approx1.017$ hartree. The lowest eigenvalue, 1.0158 hartree, lies slightly below it, as the variational principle requires.

There is a second fault. The right side of the Roothaan equation is $\varepsilon Sc$, not $\varepsilon c$. To raise an energy by $b$, the added matrix must turn $c_a$ into $b\,Sc_a$. Returning $b\,c_a$ is not enough.

## The right solution

Let $i$ label occupied and $a$ virtual orbitals. The requirements are

$$
Qc_i=0,\qquad Qc_a=Sc_a. \tag{2}
$$

Since the columns of $C$ form a basis, these conditions fix $Q$ completely. To find it, note that $C$ is square and $C^TSC=1$, so $C^TS=C^{-1}$ and therefore $CC^TS=1$. Separating occupied and virtual columns gives

$$
C_vC_v^TS=1-C_oC_o^TS=1-\tfrac12DS .
$$

Acting on $c_a$, the left side returns $c_a$; acting on $c_i$, it gives zero, because $C_v^TSc_i=0$. Multiplication by $S$ from the left supplies the factor needed in (2):

$$
\boxed{Q=S-\tfrac12SDS}
$$

The conditions can also be confirmed directly. Orthonormality gives $C_o^TSc_i=e_i$, the $i$th unit vector, and $C_o^TSc_a=0$. Hence

$$
DSc_i=2C_oe_i=2c_i,\qquad DSc_a=0,
$$

$$
Qc_i=Sc_i-\tfrac12S(2c_i)=0,\qquad Qc_a=Sc_a-0=Sc_a.
$$

At self-consistency the same $C$ diagonalizes $F$, so

$$
(F+bQ)c_i=\varepsilon_iSc_i,\qquad (F+bQ)c_a=(\varepsilon_a+b)Sc_a. \tag{3}
$$

The orbitals are unchanged, the occupied energies stay, and each virtual energy moves by $b$. In an orthonormal basis $S=1$, and $Q$ reduces to the tempting $1-D/2$.

The total energy is $E=\tfrac12\mathrm{Tr}\,D(h+F)$, with the unshifted $F$. Using $F+bQ$ by mistake would do no harm here. From $DSD=4C_o(C_o^TSC_o)C_o^T=2D$ it follows that

$$
\mathrm{Tr}\,DQ=\mathrm{Tr}\,DS-\tfrac12\mathrm{Tr}\,DSDS=\mathrm{Tr}\,DS-\mathrm{Tr}\,DS=0.
$$

Virtual energies, however, must have $b$ subtracted before they are reported.

## Verification by hand

The numbers below are rounded, so last digits may differ by a unit or two. First,

$$
Sc=(0.70060,\;0.96681,\;0.70060)^T .
$$

Since $SDS/2=(Sc)(Sc)^T$, the elements of $Q$ are

$$
\begin{aligned}
Q_{11}=Q_{33}&=1-0.70060^2=0.5092,\\
Q_{12}=Q_{23}&=0.60653-0.70060\times0.96681=-0.0708,\\
Q_{13}&=0.13534-0.70060^2=-0.3555,\\
Q_{22}&=1-0.96681^2=0.0653.
\end{aligned}
$$

**Occupied orbital.** The first and second components of $Qc$ are

$$
(0.5092-0.3555)(0.2858)-0.0708\times0.6201=0.0439-0.0439=0,
$$

$$
-2\times0.0708\times0.2858+0.0653\times0.6201=-0.0405+0.0405=0 .
$$

The third equals the first by symmetry. The occupied energy does not move.

**First virtual orbital.** The model is symmetric under $x\to-x$, and the basis contains one odd combination, $u=(-1,0,1)^T$ up to normalization. It is therefore an eigenvector. Each matrix multiplies it by a number:

$$
\begin{aligned}
Su&=(1-0.13534)\,u=0.8647\,u,\\
Qu&=(0.5092+0.3555)\,u=0.8647\,u,\\
Fu&=(1.62130+0.22882)\,u=1.8501\,u.
\end{aligned}
$$

Thus $Qu=Su$. The energy is $1.85012/0.86466=2.1397$ hartree without the shift and $2.1397+b$ with it.

**Second virtual orbital.** This one is even and orthogonal to $c$ in the metric $S$. Writing it as $v=(1,q,1)^T$, the condition $v^TSc=0$ gives $q=-2(0.70060)/0.96681=-1.4493$. The first two components of the products are

$$
Sv:\ (0.2563,\,-0.2362),\qquad Qv:\ (0.2563,\,-0.2362),\qquad Fv:\ (0.8598,\,-0.7926).
$$

Again $Qv=Sv$, and both components of $Fv$ and $Sv$ have the ratio 3.355, to the accuracy of this arithmetic.

Complete Roothaan runs, in which $Q$ is rebuilt from the current $D$ in each cycle, give the same result. Each starts with both electrons in the left Gaussian and stops when no element of $D$ changes by as much as $10^{-11}$.

| $b$ (hartree) | orbital energies (hartree) | cycles |
|---|---|---|
| 0 | 0.8934, 2.1397, 3.3549 | 13 |
| 0.5 | 0.8934, 2.6397, 3.8549 | 27 |
| 2 | 0.8934, 4.1397, 5.3549 | 61 |

The total energy is 1.3946 hartree in all three runs. It is the restricted Hartree–Fock energy in this small basis and omits correlation.

## Before convergence

Equation (3) needs orbitals that diagonalize $F$ and also make up $D$. Before convergence the two sets differ, and the occupied energy can move. For the starting density, with both electrons in the left Gaussian, $b=0.5$ hartree raises the lowest eigenvalue from 0.9940 to 1.1723 hartree.

What the shift does there is seen in the orbitals of the input density. Take one occupied orbital $c_o$, and choose the virtual orbitals $c_a$ so that the virtual block of $F$ is diagonal. Write $F_{pq}=c_p^TFc_q$. By (2), the shift adds $b$ to each $F_{aa}$ and leaves $F_{ao}$ and $F_{oo}$ alone. Let the new lowest orbital be proportional to $c_o+\sum_ax_ac_a$, with eigenvalue $\epsilon$. Projecting the eigenvalue equation on $c_a$ and on $c_o$ gives

$$
F_{ao}+(F_{aa}+b)x_a=\epsilon x_a,\qquad \epsilon=F_{oo}+\sum_aF_{oa}x_a .
$$

The first equation shows that $x_a$ falls as $1/b$ for large $b$. By the second, $\epsilon$ then differs from $F_{oo}$ by a term of order $1/b$, so

$$
x_a\approx-\frac{F_{ao}}{F_{aa}-F_{oo}+b},
$$

with a relative error of order $1/b^2$. A large shift makes the orbitals change little in each cycle. For the starting density, diagonalization gives $\sqrt{\sum_ax_a^2}=0.00693$ at $b=100$ hartree and $0.00348$ at 200 hartree, about half as much.

A large shift thus shortens each step. Whether that rescues an iteration whose steps overshoot is not tested by this model. The present iteration converges well without help, and the table shows more cycles as $b$ grows. Smaller steps are the likely reason, though the large-$b$ formula does not prove this for $b=0.5$ or 2 hartree.

## Which solution has been found?

Suppose the shifted iteration has converged with eigenvalues $\varepsilon'_p$. Its orbitals are orthonormal and make up $D$, so (2) holds. Subtracting $bQ$ gives

$$
Fc_i=\varepsilon'_iSc_i,\qquad Fc_a=(\varepsilon'_a-b)Sc_a .
$$

The result therefore also solves the unshifted equations. It need not fill their lowest orbitals, because the shifted iteration ensures $\varepsilon_a+b\ge\varepsilon_i$, not $\varepsilon_a\ge\varepsilon_i$.

The model provides an example. Put both electrons in the odd orbital $u$. Their density is even, so $F$ respects the reflection symmetry, and $u$, the one odd combination, is again an eigenvector. This is a self-consistent solution with total energy 3.3616 hartree, far above 1.3946 hartree. The filled orbital lies at 1.8453 hartree, above an empty one at 1.1241 hartree. Without a shift, the next cycle fills the lower orbital and leaves this solution. With $b=2$ hartree, the empty orbital appears at 3.1241 hartree, so the next cycle fills the odd orbital again, $D$ is unchanged and the convergence test is passed. This shows that the odd solution is a fixed point of the shifted iteration. The fixed point is unstable, however. At $b=2$ hartree a small even admixture to $u$, which breaks the reflection symmetry of the density, grows by a factor of about 1.7 per cycle, and the run ends at the ground solution of 1.3946 hartree. The odd solution is held only from a start that is symmetric to within the convergence threshold. After convergence one should subtract $b$ from the virtual energies and see whether they still lie above the occupied ones.

A negative shift can fail in the opposite way. The ground solution has a gap of $2.1397-0.8934=1.2463$ hartree. For $b<-1.2463$ hartree, a virtual level falls below the occupied one, and the next cycle fills the wrong orbital. At $b=-2$ hartree that level lies at 0.1397 hartree. The iteration fails well before this crossing. A negative shift lengthens the steps, and below about $b=-0.71$ hartree a small deviation from the ground solution changes sign and grows in each cycle. At $b=-0.8$ hartree the run from the left Gaussian does not converge.
